# What a silent 10 ns simulation says about an escape barrier

A molecular dynamics run of a surface fragment lasts 10 ns at 500 K, and the fragment never leaves its site. It is tempting to call the fragment stable and to let it survive a one-second purge in a model of atomic layer deposition. The run doesn't support that. It remains compatible, at the edge of 95 percent confidence, with a mean lifetime of 3.3 ns, and such a fragment would be gone almost at once on the scale of the purge. What the silence does supply is a lower limit on the barrier, and this limit can be stated as a number.

## The estimate

Suppose the fragment vibrates in its well $10^{13}$ times per second and each vibration is an attempt to escape. In 10 ns it makes $10^{13}\times10^{-8}=10^5$ attempts. If the expected number of successes were 3, the chance of seeing none would be $e^{-3}\approx0.05$. Silence therefore speaks against a success probability above about $3\times10^{-5}$ per attempt. Setting this probability equal to the Boltzmann factor $e^{-E/k_BT}$ gives

$$E\gtrsim k_BT\ln\frac{10^5}{3}\approx10.4\,k_BT .$$

At 500 K, $k_BT=0.0431$ eV, so the barrier is above about 0.45 eV.

## From silence to a limit on the rate

Let $S(t)$ be the probability that the fragment has not escaped by time $t$. Assume that it starts relaxed in one well and loses the memory of its past much faster than it escapes. The chance of escape in a short interval $dt$ is then $k\,dt$, with a constant rate $k$, whatever the time already spent in the well. Hence

$$S(t+dt)=S(t)(1-k\,dt),\qquad \frac{dS}{dt}=-kS,\qquad S(t)=e^{-kt},$$

where $S(0)=1$ fixes the constant of integration.

Here it is a barrier of many $k_BT$ that makes escape much slower than the loss of memory. In an overdamped diffusion model with a cosine well and absorbing saddles, the survival is a sum of decaying modes, $S(t)=\sum_i w_ie^{-\lambda_it}$. For a barrier of $10.4\,k_BT$ and an equilibrium start, the slowest mode carries a weight of 0.99999, and every other mode decays at least $5\times10^4$ times faster (the second mode is odd about the well centre and carries no weight; the next one that contributes is $7.5\times10^4$ times faster). One exponential suffices. For a barrier of one $k_BT$ the slowest weight is only 0.90. At the time when $e^{-\lambda_1t}=0.05$, the survival is then 0.045 instead of 0.05.

Now choose a confidence level $C$ and reject every rate for which silence would have had a probability below $1-C$. The rates that remain satisfy

$$e^{-kt}\ge1-C .$$

Taking logarithms and dividing by $-t$, which reverses the inequality, gives

$$k\le k_U=\frac{a}{t},\qquad a=-\ln(1-C).$$

For $C=0.95$, $a=2.996$ and $k_U=3.0\times10^8$ per second. Its inverse is the lifetime of 3.3 ns quoted above.

## From the rate to the barrier

Assume the Arrhenius form $k=\nu e^{-E/k_BT}$ with a known prefactor $\nu$. The limit on the rate becomes

$$\nu e^{-E/k_BT}\le\frac{a}{t}
\quad\Rightarrow\quad
-\frac{E}{k_BT}\le\ln\frac{a}{\nu t}.$$

Multiplication by $-k_BT$ reverses the inequality again:

$$\boxed{E\ge E_L=k_BT\ln\frac{\nu t}{a}}$$

An upper limit on the rate has become a lower limit on the barrier. With the numbers of the example,

$$E_L=0.04309\ \text{eV}\times\ln\frac{10^5}{2.9957}
=0.04309\ \text{eV}\times10.4157=0.449\ \text{eV}.$$

The estimate and the derivation agree because both use $a\approx3$. Had one taken silence to mean $k<1/t$, the result would have been $k_BT\ln(\nu t)=0.496$ eV. Its confidence is $1-e^{-1}$, or 63 percent: a barrier at that value still gives a silent run 37 percent of the time.

The logarithm also shows what longer runs can achieve. At fixed temperature and prefactor, ten times the silent time adds $k_BT\ln10=0.099$ eV. One hundred independent replicas, each relaxed at its start and silent for 10 ns, have the joint survival probability $(e^{-kt})^{100}=e^{-100kt}$. They count as one run of 1000 ns and raise the limit to 0.647 eV. In the opposite direction, when $\nu t$ falls to $a$, the formula gives $E_L=0$. The assumption of a high barrier has failed well before that point.

## What the 95 percent means

The 95 percent belongs to a procedure, which must also say what to do when an escape is seen. Let $x$ be the escape time or the run length $t$, whichever is shorter, and report $k\le a/x$. This statement is wrong when $k>a/x$, that is, when $x>a/k$. There are two cases.

- If $k>a/t$, then $a/k<t$, and the probability of error is $S(a/k)=e^{-a}=1-C$.
- If $k\le a/t$, then $a/k\ge t\ge x$, and the statement cannot be wrong.

The coverage is thus 95 percent for barriers below 0.449 eV and 100 percent for those above. In 200,000 simulated runs for each barrier, built from discrete vibrational attempts, it was 95.1 percent at 0.30 eV, 94.9 percent at 0.40 eV and 100 percent at 0.50 eV.

This is not a 95 percent probability that the barrier exceeds 0.449 eV. Such a probability needs a prior distribution. Take one that is uniform from 0 to $E_m=2$ eV, and weight it by the probability of silence, $\exp(-\nu t e^{-E/k_BT})$. With $y=\nu te^{-E/k_BT}$ one has $dE=-k_BT\,dy/y$. The integrals become differences of $E_1(z)=\int_z^\infty e^{-y}dy/y$:

$$P(E<E_L)=\frac{E_1(a)-E_1(\nu t)}
{E_1(\nu te^{-E_m/k_BT})-E_1(\nu t)}.$$

The lower limit of the numerator is $a$ because $y=a$ at $E=E_L$. The result is 0.04 percent, not 5 percent. It depends on the prior: this one places most of its weight on barriers for which silence is nearly certain.

## What moves the limit

If the true rate is $f\nu e^{-E/k_BT}$, the effective prefactor is $f\nu$, and the limit shifts by $k_BT\ln f$. This one rule sizes most of the corrections.

**Prefactor.** In one dimension, transition-state theory divides the outward flux at the saddle by the population of the well:

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-E/k_BT}}{\int_{\rm well}e^{-V(x)/k_BT}dx}.$$

For a harmonic well, $V=\tfrac12m\omega^2x^2$, the integral is $\sqrt{2\pi k_BT/(m\omega^2)}$, which leaves $\nu=\omega/2\pi$, the vibration frequency. Replacing the harmonic well by a cosine well with a barrier of $E_L$ multiplies the rate through one saddle by 0.973 and moves the limit by only $-0.001$ eV; the second saddle of such a well counts as a separate exit. The uncertainty in $\nu$ itself matters far more. The limit is 0.350 eV for $10^{12}$ per second and 0.647 eV for $10^{15}$ per second. If only a range of prefactors is known, its lowest value gives the safe limit. Trajectories that cross the saddle and turn back lower the rate as well; a transmission factor of one half costs 0.030 eV. Weak energy exchange with the surroundings also lowers the rate: in a one-dimensional cosine well with a friction of $0.005\,\omega$ it falls several times below the transition-state value.

**Several exits.** Rates of separate exits add. With three equal exits, $3\nu e^{-E/k_BT}\le a/t$, so the limit rises by $k_BT\ln3=0.047$ eV. With unequal exits, the total rate is at least that of any one of them. The single-exit limit therefore holds for each exit whose prefactor is at least the assumed $\nu$.

**Missed returns.** Suppose the trajectory is stored every $\Delta$ and an escaped fragment returns at a constant rate $1/\tau$, so that it is still outside after a time $s$ with probability $e^{-s/\tau}$. Let $k\Delta$ and $k\tau$ both be small. An escape is equally likely at any moment between frames. It is seen if the fragment is still outside after the remaining time $s$, so the detected fraction is

$$p=\frac1\Delta\int_0^\Delta e^{-s/\tau}ds
=\frac{\tau}{\Delta}\left(1-e^{-\Delta/\tau}\right).$$

The run then limits $pk$, not $k$. For a return barrier of 0.10 eV with the same prefactor, $\tau=1.02$ ps. This barrier is only $2.3\,k_BT$, so a constant return rate is a rough model here, and the numbers show the size of the effect rather than its exact value. Frames 10 ps apart catch only 10 percent of the escapes, and the limit drops by 0.098 eV to 0.350 eV. A two-state Markov chain inspected only at the frames gives the same value. Together with a prefactor ten times smaller, at the same $\tau$, the limit would be about 0.25 eV. Saving frames more often than the return time removes most of this loss.

**Temperature.** At fixed $\nu$ and $t$, $E_L$ is proportional to $T$, so an error of 10 K changes it by 0.009 eV.

## The purge is a different question

For a fragment to survive a purge of length $t_p$ with probability $s$, one needs $e^{-kt_p}\ge s$. The same algebra, with $-\ln s$ in place of $a$, gives

$$E_p=k_BT\ln\frac{\nu t_p}{-\ln s}.$$

For $t_p=1$ s, $s=0.95$ and the same temperature and prefactor, $E_p=1.42$ eV. The silent run established 0.45 eV, which leaves a gap of 0.97 eV.

To establish $E_p$ by silence at 500 K, set $E_L=E_p$. The prefactor cancels, and

$$t=t_p\,\frac{\ln(1-C)}{\ln s}=58\ \text{s}.$$

The required silence is longer than the purge itself because the demand is stricter: a rate that lets 5 percent of fragments escape during the purge must leave only a 5 percent chance of silence in the simulation.

Heating is the other route. Since $E_L\propto T$, a silent 10 ns run would establish 1.42 eV at

$$T'=500\ \text{K}\times\frac{1.4177}{0.4488}\approx1580\ \text{K}.$$

This holds only if the mechanism, the barrier and the prefactor are the same at both temperatures. At 1580 K, reactions that are negligible at 500 K may take over, and an escape seen there need not belong to the process of interest.

## Beside a real deposition process

The example lies in the regime of thermal oxide deposition, with temperatures of roughly 500 K and purges of the order of a second. Its fragment is generic, and one prefactor stands for all its exits. Real surfaces break this assumption: sites differ, neighbours interact, and a large molecule that gains free rotation and translation as it desorbs can have a prefactor well above $10^{13}$ per second. At $10^{15}$ per second both $E_L$ and $E_p$ rise by 0.20 eV, so the gap between them stays at 0.97 eV.

Real nuclei are also quantum particles. For a mode of frequency $f_0$, let $u=hf_0/k_BT$. The ratio of the classical to the quantum partition function of the well, $1/u$ divided by $1/(2\sinh\frac u2)$, multiplies the rate by $\sinh(\frac u2)/(\frac u2)$. Thermal averaging of the transmission through a parabolic barrier of the same frequency gives a further factor $(\frac u2)/\sin(\frac u2)$, valid for $u<2\pi$. With the other modes taken to cancel, the product is 1.08 at $10^{13}$ Hz. At $3\times10^{13}$ Hz, about 1000 cm$^{-1}$, it is 2.0. At fixed $\nu$, the second value halves the lifetime predicted from a classical barrier and raises the barrier needed for the purge by 0.030 eV. This does not size the effect for proton transfer. At 500 K the equal-frequency form ends near 2200 cm$^{-1}$, and an O–H stretch near 3650 cm$^{-1}$ as the well mode, with a barrier frequency of 1000 cm$^{-1}$, gives a factor of about 26, or 0.14 eV, in the same one-dimensional model. None of this changes what a classical run says about its own classical barrier.

That barrier belongs to the interatomic forces used in the run. If they misplace it by 0.2 eV, silence alone will not reveal the error; that takes a comparison with better forces or with experiment. The computed values are collected in the numerical output below.

## Calculated quantities

```
Temperature: 500 K; thermal energy: 0.04309 eV
Silent run: 10 ns; prefactor: 1.0e+13 1/s
Confidence: 95 percent
-ln(1-C): 2.9957 (dimensionless)
Attempts nu*t: 1.000e+05 (dimensionless)
Upper rate limit: 2.9957e+08 1/s
Log in barrier formula: 10.4157 (dimensionless)
Lower barrier limit: 0.4488 eV
Limit from discrete attempts: 0.4488 eV
Mean lifetime at limit: 3.338 ns
Barrier from k=1/t: 0.4961 eV
Confidence of k<1/t: 63.2 percent
Coverage at 0.30 eV: 95.07 percent
Coverage at 0.40 eV: 94.94 percent
Coverage at 0.50 eV: 100.00 percent
High-barrier diffusion survival: 0.05000 (probability)
High-barrier slow-mode weight: 0.99999 (fraction)
High-barrier rate gap: 4.855e+04 (ratio)
Low test barrier: 0.0431 eV (one thermal energy)
Low-barrier diffusion survival: 0.04492 (probability)
Low-barrier slow-mode weight: 0.8984 (fraction)
Low-barrier rate gap: 7.09 (ratio)
Uniform prior upper end: 2.0 eV
Posterior below limit: 0.0382 percent
Limit for prefactor 1e+12 1/s: 0.3496 eV
Limit for prefactor 1e+14 1/s: 0.5480 eV
Limit for prefactor 1e+15 1/s: 0.6472 eV
Shift per prefactor decade: 0.0992 eV
Shift for three equal exits: +0.0473 eV
Survival, exits at limit, 0.50, 0.60 eV: 0.0184
Limit from 100 replicas: 0.6472 eV
Simulated replica silence: 4.75 percent
Frame spacing: 10 ps
Return barrier: 0.10 eV
Return time: 1.018 ps
Detected escape fraction: 0.1018
Missed-return shift: -0.0984 eV
Limit from frame chain: 0.3503 eV
Shift for transmission 0.5: -0.0299 eV
Shift for +10 K: +0.0090 eV
Cosine/harmonic rate ratio: 0.9733
Anharmonic shift: -0.0012 eV
Heavy frequency: 1.0e+13 Hz; quantum factor: 1.0798
Heavy quantum barrier equivalent: 0.0033 eV
Light frequency: 3.0e+13 Hz; quantum factor: 2.0086
Light quantum barrier equivalent: 0.0301 eV
Purge time: 1.0 s; required survival: 95 percent
Barrier needed for purge: 1.4177 eV
Silent time needed at 500 K: 58.40 s
Temperature needed for 10 ns run: 1580 K
```
